# Image energy of an electron beside a thin metal half-plane: test program

```python
"""
Result under test: a charge q in the plane of a thin grounded metal half-plane,
at distance a from its edge, has image energy -q^2/(8 pi^2 eps a), which is
2/pi of the full-plane value -q^2/(16 pi eps a).

Geometry: metal at x>0, z=0, edge along y. Polar coordinates r, phi about the
edge; metal faces are phi=0 and phi=2 pi. Source at r0, phi0, y=0.
Reduced potentials are in units q/(4 pi eps), lengths in units of a.
The contact example uses nm and eV: C is the image coefficient (energy -C/x),
K the strength of the bias energy -K sqrt(r) sin(phi/2).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import k0

pi = np.pi


def sheet_function(r, delta, y, r0):
    """Sommerfeld's function on the two-sheeted space, period 4 pi in delta."""
    distance = np.sqrt(r**2 + r0**2 - 2*r*r0*np.cos(delta) + y**2)
    w = 2*np.sqrt(r*r0)*np.cos(delta/2)
    return (0.5 + np.arctan2(w, distance)/pi)/distance


def potential(r, phi, y, r0, phi0):
    return (sheet_function(r, phi - phi0, y, r0)
            - sheet_function(r, phi + phi0, y, r0))


# Laplace equation for each of the two terms, by Cartesian finite differences
step = 1e-3
worst_laplace = 0.0
for phi0 in (0.7, 2.0, pi, 4.5):
    for point in ((-0.8, 0.5, 0.6), (0.9, 0.7, -0.4), (0.6, -1.1, 0.8)):
        for sign in (-1, 1):
            def term(p):
                angle = np.arctan2(p[1], p[0]) % (2*pi)
                return sheet_function(np.hypot(p[0], p[1]),
                                      angle + sign*phi0, p[2], 1.0)
            centre = np.array(point)
            second = []
            for axis in np.eye(3):
                second.append((term(centre + step*axis) - 2*term(centre)
                               + term(centre - step*axis))/step**2)
            error = abs(sum(second))/sum(abs(v) for v in second)
            worst_laplace = max(worst_laplace, error)
assert worst_laplace < 1e-4

# Both metal faces are grounded
radii = np.geomspace(0.01, 100, 60)
face_potential = max(np.max(abs(potential(radii, face, 0.3, 1.0, angle)))
                     for face in (0.0, 2*pi) for angle in (0.7, 2.0, pi))
assert face_potential < 1e-12


# Induced potential at the charge: near-source limit against the angle formula
def induced_at_source(phi0, offset=1e-3):
    return potential(1.0, phi0, offset, 1.0, phi0) - 1/offset


for angle in (0.3, 1.0, 2.0, 3.0):
    formula = -(1 + (pi - angle)/np.sin(angle))/(2*pi)
    assert abs(induced_at_source(angle)/formula - 1) < 1e-4
induced_edge = induced_at_source(pi)
assert abs(induced_edge + 1/pi) < 1e-5
ratio_green = induced_edge/(-0.5)

# Surface charge from the potential slope, then sums over the metal
nodes, weights = np.polynomial.legendre.leggauss(40)
theta = (nodes[:, None] + 1)*pi/4
psi = nodes[None, :]*pi/2
x_metal = np.tan(theta)**2
y_metal = (1 + x_metal)*np.tan(psi)
area = (2*np.tan(theta)/np.cos(theta)**2*(1 + x_metal)/np.cos(psi)**2
        * weights[:, None]*pi/4*weights[None, :]*pi/2)
small_angle = 1e-4
slope = potential(x_metal, small_angle, y_metal, 1.0, pi)/(x_metal*small_angle)
density = -2*slope/(4*pi)
reach = np.sqrt((1 + x_metal)**2 + y_metal**2)
density_formula = -1/(pi**2*reach**2*np.sqrt(x_metal))
assert np.max(abs(density/density_formula - 1)) < 1e-4
total_charge = np.sum(density*area)
charge_potential = np.sum(density*area/reach)
charge_pull = -np.sum(density*area*(1 + x_metal)/reach**3)
assert abs(total_charge + 1) < 1e-4
assert abs(charge_potential + 1/pi) < 1e-4
assert abs(charge_pull - 1/(2*pi)) < 1e-4


# Boundary elements: no use of Sommerfeld's function
def panel_integrals(observers, start, panel, k):
    """Integral of K0(k distance) over straight panels, complex x+iz."""
    length = abs(panel)
    g_nodes, g_weights = np.polynomial.legendre.leggauss(4)
    direct = np.zeros((len(observers), len(start)))
    log_sum = np.zeros_like(direct)
    for node, weight in zip((g_nodes + 1)/2, g_weights/2):
        dist = abs(observers[:, None] - (start + node*panel)[None, :])
        direct += weight*length*k0(k*dist)
        log_sum += weight*length*np.log(dist)
    local = (observers[:, None] - start[None, :])*np.conj(panel)/length
    height = abs(local.imag)

    def primitive(u):
        return (0.5*u*np.log(u**2 + height**2) - u
                + height*np.arctan2(u, height))
    log_exact = primitive(length - local.real) - primitive(-local.real)
    gap = abs(observers[:, None] - (start + panel/2)[None, :])
    return np.where(gap < 3*length, direct + log_sum - log_exact, direct)


def image_ratio(thickness, growth=1.07):
    """Image energy over full-plane value; sheet with rounded edge, a=1."""
    u_nodes, u_weights = np.polynomial.legendre.leggauss(16)
    u_nodes, u_weights = 1.5*(u_nodes + 1), 1.5*u_weights
    radius, first = thickness/2, 1e-4
    total = 0.0
    for u, u_weight in zip(u_nodes, u_weights):
        k = u**2
        extent = 12/k + 5
        count = int(np.ceil(np.log(1 + extent*(growth - 1)/first)
                            / np.log(growth)))
        s = first*(growth**np.arange(count + 1) - 1)/(growth - 1)
        if radius > 0:
            bend = np.minimum(s/radius, pi/2)
            outline = (radius*(1 - np.cos(bend))
                       + np.maximum(s - radius*pi/2, 0)
                       + 1j*radius*np.sin(bend))
        else:
            outline = s + 0j
        start, panel = outline[:-1], np.diff(outline)
        middle = start + panel/2
        matrix = (panel_integrals(middle, start, panel, k)
                  + panel_integrals(middle, start.conj(), panel.conj(), k))
        source = k0(k*abs(middle + 1))
        charge = np.linalg.solve(matrix, source)
        total += 2*u*u_weight*2*np.sum(abs(panel)*charge*source)
    return 4/pi*total


ratio_thin = image_ratio(0.0)
ratio_thick = image_ratio(400.0)
# tolerances: piecewise-constant charge; residual curvature of the thick edge
assert abs(ratio_thin/(2/pi) - 1) < 5e-3
assert abs(ratio_thick - 1) < 1e-2

# Contact example, in nm and eV
eps_r, distance, thickness = 11.7, 5.0, 1.0
field_ref, x_ref = 1e-3, 10.0          # V/nm at nm
doping, temperature, mass_ratio = 1e15, 300.0, 0.19
screening = 0.1                         # nm, rough metal screening length
eps = eps_r*const.epsilon_0
C = const.e/(8*pi**2*eps)*1e9
C_plane = const.e/(16*pi*eps)*1e9
K = 2*field_ref*np.sqrt(x_ref)


def energy(r, phi):
    angle_factor = 1/np.sinc((pi - phi)/pi)
    return -K*np.sqrt(r)*np.sin(phi/2) - C/(2*r)*(1 + angle_factor)


def ridge(phi):
    found = minimize_scalar(lambda v: -energy(np.exp(v), phi),
                            bounds=(-3, 10), method="bounded",
                            options={"xatol": 1e-9})
    return np.exp(found.x), -found.fun


x_m = (2*C/K)**(2/3)
lowering = 3*C/x_m
x_found, top_found = ridge(pi)
assert abs(x_found/x_m - 1) < 1e-4
assert abs(-top_found/lowering - 1) < 1e-7
ridge_tops = np.array([ridge(angle)[1] for angle in np.linspace(0.1, pi, 60)])
assert np.all(np.diff(ridge_tops) < 0)  # lowest pass lies in the sheet plane
lowering_plane_C = 3*C_plane/(2*C_plane/K)**(2/3)
assert abs(lowering/lowering_plane_C - (2/pi)**(1/3)) < 1e-10


def energy_xz(x, z):
    return energy(np.hypot(x, z), pi - np.arctan2(z, x))


h = 0.01
curve_x = (energy_xz(x_m+h, 0) - 2*energy_xz(x_m, 0)
           + energy_xz(x_m-h, 0))/h**2
curve_z = (energy_xz(x_m, h) - 2*energy_xz(x_m, 0)
           + energy_xz(x_m, -h))/h**2
assert abs(curve_x/(-1.5*C/x_m**3) - 1) < 1e-3
assert abs(curve_z/(C/(3*x_m**3)) - 1) < 1e-3

# Sizes of neglected effects
hbar2_m = const.hbar**2/(mass_ratio*const.m_e*const.e)*1e18
quantum_x = np.sqrt(hbar2_m*abs(curve_x))
zero_point = 0.5*np.sqrt(hbar2_m*curve_z)
kT = const.k*temperature/const.e
crossover = quantum_x*const.e/(2*pi*const.k)
field_m = K/(2*np.sqrt(x_m))
depletion_field = const.e*doping*1e6*x_m*1e-9/eps*1e-9
ratio_5nm = image_ratio(thickness/distance)
ratio_top = image_ratio(thickness/x_m)
assert 2/pi < ratio_5nm < ratio_top < 1

print("TESTS OF THE GREEN FUNCTION (a=1, potential unit q/(4 pi eps a))")
print(f"largest relative Laplace residual: {worst_laplace:.1e}")
print(f"largest potential on the metal faces: {face_potential:.1e}")
print(f"induced potential at the coplanar charge: {induced_edge:.6f}")
print(f"energy ratio from the Green function: {ratio_green:.6f}")
print(f"2/pi: {2/pi:.6f}")
print(f"total induced charge / q: {total_charge:.6f}")
print(f"potential summed from surface charge: {charge_potential:.6f}")
print(f"pull, unit q^2/(4 pi eps a^2): {charge_pull:.6f}")
print(f"boundary-element ratio, zero thickness: {ratio_thin:.4f}")
print(f"boundary-element ratio, thickness 400 a: {ratio_thick:.4f}")
print("EXAMPLE: INPUTS")
print(f"relative permittivity: {eps_r:.1f}")
print(f"edge distance: {distance:.1f} nm")
print(f"sheet thickness: {thickness:.1f} nm")
print(f"edge field: {field_ref*10:.3f} MV/cm at {x_ref:.0f} nm")
print(f"doping: {doping:.0e} cm^-3")
print(f"temperature: {temperature:.0f} K")
print(f"light electron mass / free mass: {mass_ratio:.2f}")
print(f"rough metal screening length: {screening:.1f} nm")
print("EXAMPLE: RESULTS")
print(f"edge image coefficient C: {C:.5f} eV nm")
print(f"full-plane image coefficient: {C_plane:.5f} eV nm")
print(f"edge image energy at {distance:.0f} nm: {-1e3*C/distance:.3f} meV")
print(f"full-plane energy at {distance:.0f} nm: "
      f"{-1e3*C_plane/distance:.3f} meV")
print(f"edge image energy, converted: {-C/distance*const.e:.3e} J")
print(f"bias strength K: {K:.6f} eV/nm^0.5")
print(f"barrier-top distance x_m: {x_m:.3f} nm")
print(f"barrier lowering at the edge: {1e3*lowering:.2f} meV")
print(f"image part of lowering: {1e3*C/x_m:.2f} meV")
print(f"bias part of lowering: {1e3*K*np.sqrt(x_m):.2f} meV")
print(f"lowering with full-plane coefficient: {1e3*lowering_plane_C:.2f} meV")
print(f"lowering ratio (2/pi)^(1/3): {lowering/lowering_plane_C:.4f}")
print(f"curvature along x: {1e3*curve_x:.4f} meV/nm^2")
print(f"curvature along z: {1e3*curve_z:.4f} meV/nm^2")
print("NEGLECTED EFFECTS")
print(f"image ratio, 1 nm sheet, charge at 5 nm: {ratio_5nm:.4f}")
print(f"image ratio, 1 nm sheet, charge at x_m: {ratio_top:.4f}")
print(f"image coefficient rise at 5 nm: {100*(ratio_5nm*pi/2-1):.1f} %")
print(f"image coefficient rise at x_m: {100*(ratio_top*pi/2-1):.1f} %")
print(f"screening length / x_m: {100*screening/x_m:.1f} %")
print(f"transverse zero-point energy: {1e3*zero_point:.2f} meV")
print(f"lowering less zero-point energy: {1e3*(lowering-zero_point):.2f} meV")
print(f"thermal energy kT: {1e3*kT:.2f} meV")
print(f"tunnelling crossover temperature: {crossover:.1f} K")
print(f"bias field at x_m: {field_m*10:.4f} MV/cm")
print(f"depletion field change over x_m: {depletion_field*10:.2e} MV/cm")
print("every check passed")
```

It prints:

```
TESTS OF THE GREEN FUNCTION (a=1, potential unit q/(4 pi eps a))
largest relative Laplace residual: 2.8e-06
largest potential on the metal faces: 8.3e-17
induced potential at the coplanar charge: -0.318310
energy ratio from the Green function: 0.636620
2/pi: 0.636620
total induced charge / q: -1.000000
potential summed from surface charge: -0.318310
pull, unit q^2/(4 pi eps a^2): 0.159155
boundary-element ratio, zero thickness: 0.6367
boundary-element ratio, thickness 400 a: 0.9989
EXAMPLE: INPUTS
relative permittivity: 11.7
edge distance: 5.0 nm
sheet thickness: 1.0 nm
edge field: 0.010 MV/cm at 10 nm
doping: 1e+15 cm^-3
temperature: 300 K
light electron mass / free mass: 0.19
rough metal screening length: 0.1 nm
EXAMPLE: RESULTS
edge image coefficient C: 0.01959 eV nm
full-plane image coefficient: 0.03077 eV nm
edge image energy at 5 nm: -3.918 meV
full-plane energy at 5 nm: -6.154 meV
edge image energy, converted: -6.277e-22 J
bias strength K: 0.006325 eV/nm^0.5
barrier-top distance x_m: 3.373 nm
barrier lowering at the edge: 17.42 meV
image part of lowering: 5.81 meV
bias part of lowering: 11.62 meV
lowering with full-plane coefficient: 20.25 meV
lowering ratio (2/pi)^(1/3): 0.8603
curvature along x: -0.7658 meV/nm^2
curvature along z: 0.1702 meV/nm^2
NEGLECTED EFFECTS
image ratio, 1 nm sheet, charge at 5 nm: 0.6983
image ratio, 1 nm sheet, charge at x_m: 0.7175
image coefficient rise at 5 nm: 9.7 %
image coefficient rise at x_m: 12.7 %
screening length / x_m: 3.0 %
transverse zero-point energy: 4.13 meV
lowering less zero-point energy: 13.29 meV
thermal energy kT: 25.85 meV
tunnelling crossover temperature: 32.4 K
bias field at x_m: 0.0172 MV/cm
depletion field change over x_m: 5.22e-05 MV/cm
every check passed
```
